**Steady growth of a two-step cycle with incomplete half-reactions**

The program tests the relation G = ab/(a+b−ab) for periodic deposition with conserved sites and inert purges. Here a and b are the fractions of available sites converted by pulses A and B, and G is the growth per cycle relative to full saturation. It asserts agreement of the formula with a random simulation of individual sites, the stationary vector of a two-state transition matrix, and integrated rate equations. Further assertions cover the bounds, the sensitivities, the initial transient and the gas flux. In the worked example, a = 0.692 and b = 0.410 give G = 0.346, or 0.0346 nm per cycle when a saturated cycle adds 0.1 nm. Doubling pulse B raises G to 0.505, whereas doubling pulse A raises it to 0.393. For a second-order pulse A, the relation holds with the fractions of the steady cycle, but the fraction from a fully prepared surface overestimates growth: 0.340 instead of 0.301.

## Numerical check

```python
"""Steady growth of a two-step, self-limiting deposition cycle.

Result under test: G = a*b/(a + b - a*b), where
  a = fraction of available state-1 sites converted by pulse A,
  b = fraction of available state-2 sites converted by pulse B,
  G = fraction of all sites converted by A per periodic cycle
      (G = 1 at full saturation).
X is the state-1 fraction of all sites just before pulse A.
Sites are conserved and purges leave the surface unchanged.
"""
import numpy as np
from scipy.constants import k as boltzmann, atomic_mass
from scipy.integrate import quad, solve_ivp


def growth_formula(a, b):
    return a * b / (a + b - a * b)


def stationary_state(a, b):
    """Growth, ready fraction and second eigenvalue from the site matrix."""
    pulse_a = np.array([[1 - a, 0.0], [a, 1.0]])
    pulse_b = np.array([[1.0, b], [0.0, 1 - b]])
    values, vectors = np.linalg.eig(pulse_b @ pulse_a)
    index = int(np.argmin(abs(values - 1)))
    vector = np.real(vectors[:, index])
    vector = vector / vector.sum()
    return a * vector[0], vector[0], np.real(values[1 - index])


def simulate_sites(a, b, rng, sites=50000, burn_in=40, cycles=100):
    """Mean growth and its standard error from random individual sites."""
    ready = np.ones(sites, dtype=bool)
    counts = np.zeros(sites)
    for cycle in range(burn_in + cycles):
        reacted = ready & (rng.random(sites) < a)
        ready = ready & ~reacted
        restored = ~ready & (rng.random(sites) < b)
        ready = ready | restored
        if cycle >= burn_in:
            counts += reacted
    return counts.mean() / cycles, counts.std() / np.sqrt(sites) / cycles


def integrate_cycles(rate_a, time_a, rate_b, time_b, cycles, order=1, start=1.0):
    """Integrate the rate equations; return growth, X and Y for each cycle."""
    options = dict(method="DOP853", rtol=1e-11, atol=1e-13)
    ready = start
    records = []
    for _ in range(cycles):
        before_a = ready

        def during_a(t, state):
            speed = rate_a * state[0] ** order
            return [-speed, speed]

        def during_b(t, state):
            return [rate_b * (1 - state[0])]

        end_a = solve_ivp(during_a, (0, time_a), [ready, 0.0], **options).y[:, -1]
        before_b = 1 - end_a[0]
        ready = solve_ivp(during_b, (0, time_b), [end_a[0]], **options).y[0, -1]
        records.append((end_a[1], before_a, before_b))
    return np.array(records)


# Random sites, with no use of the averaged balance
rng = np.random.default_rng(12345)
simulation_rows = []
for a_test, b_test in [(0.2, 0.3), (0.5, 0.5), (0.9, 0.4), (0.3, 1.0)]:
    mean, error = simulate_sites(a_test, b_test, rng)
    assert abs(mean - growth_formula(a_test, b_test)) < 5 * error + 1e-9
    simulation_rows.append((a_test, b_test, mean, error))

# Stationary vector, decay factor, bounds and slopes
step = 1e-5
for a_test in np.linspace(0.1, 0.95, 8):
    for b_test in np.linspace(0.1, 0.95, 8):
        g, x, decay = stationary_state(a_test, b_test)
        assert abs(g - growth_formula(a_test, b_test)) < 1e-11
        assert abs(decay - (1 - a_test) * (1 - b_test)) < 1e-11
        assert a_test * b_test <= g <= min(a_test, b_test)
        slope_a_num = (stationary_state(a_test + step, b_test)[0]
                       - stationary_state(a_test - step, b_test)[0]) / (2 * step)
        slope_b_num = (stationary_state(a_test, b_test + step)[0]
                       - stationary_state(a_test, b_test - step)[0]) / (2 * step)
        assert abs(slope_a_num - (g / a_test) ** 2) < 1e-7
        assert abs(slope_b_num - (g / b_test) ** 2) < 1e-7

# Worked example: round model parameters
pressure = 10.0             # Pa, both gases
temperature = 500.0         # K
mass_a, mass_b = 100.0, 20.0   # u
prob_a, prob_b = 1e-4, 2e-5    # reaction probability, all sites available
site_density = 5e18         # sites per square metre
pulse = 0.5                 # s, both pulses
full_step = 0.1             # nm per saturated cycle


def impingement_flux(mass_u):
    mass = mass_u * atomic_mass
    return pressure / np.sqrt(2 * np.pi * mass * boltzmann * temperature)


for mass_u in (mass_a, mass_b):
    density = pressure / (boltzmann * temperature)
    speed_scale = np.sqrt(2 * boltzmann * temperature / (mass_u * atomic_mass))
    integral = quad(lambda s: s * np.exp(-s * s) / np.sqrt(np.pi), 0, 10)[0]
    flux_direct = density * speed_scale * integral
    assert abs(flux_direct / impingement_flux(mass_u) - 1) < 1e-8

flux_a, flux_b = impingement_flux(mass_a), impingement_flux(mass_b)
rate_a = prob_a * flux_a / site_density
rate_b = prob_b * flux_b / site_density
a = 1 - np.exp(-rate_a * pulse)
b = 1 - np.exp(-rate_b * pulse)
steady = growth_formula(a, b)
q = (1 - a) * (1 - b)
ready_steady = b / (1 - q)
excess = a * (1 - ready_steady) / (1 - q)

run = integrate_cycles(rate_a, pulse, rate_b, pulse, 100)
growth = run[:, 0]
assert abs(growth[-1] - steady) < 1e-8
assert abs(run[-1, 1] - ready_steady) < 1e-8
numbers = np.arange(1, 101)
predicted = steady + a * (1 - ready_steady) * q ** (numbers - 1)
assert np.max(abs(growth - predicted)) < 1e-8
assert abs(growth.sum() - (100 * steady + excess)) < 1e-6

# A different start must reach the same steady growth
other_start = integrate_cycles(rate_a, pulse, rate_b, pulse, 30, start=0.0)
assert abs(other_start[-1, 0] - steady) < 1e-8

# Double one pulse at a time
long_a = integrate_cycles(rate_a, 2 * pulse, rate_b, pulse, 30)[-1, 0]
long_b = integrate_cycles(rate_a, pulse, rate_b, 2 * pulse, 30)[-1, 0]
a_long = 1 - np.exp(-2 * rate_a * pulse)
b_long = 1 - np.exp(-2 * rate_b * pulse)
assert abs(long_a - growth_formula(a_long, b)) < 1e-8
assert abs(long_b - growth_formula(a, b_long)) < 1e-8
assert long_b > long_a > steady

# Second-order pulse A: conversion now depends on coverage
second_rate = 4.0           # 1/s
second = integrate_cycles(second_rate, pulse, rate_b, pulse, 50, order=2)
second_growth, second_x, second_y = second[-1]
assert abs(second_growth - second[-2, 0]) < 1e-9
a_actual = second_growth / second_x
b_actual = second_growth / second_y
a_prepared = second[0, 0] / second[0, 1]
second_balance = growth_formula(a_actual, b_actual)
second_wrong = growth_formula(a_prepared, b_actual)
assert abs(b_actual - b) < 1e-8
assert abs(second_balance - second_growth) < 1e-8
assert a_prepared > a_actual
assert second_wrong > second_growth + 0.01

print("Random-site simulation: a, b, growth, standard error, formula")
for a_test, b_test, mean, error in simulation_rows:
    print(f"  {a_test:.1f} {b_test:.1f} {mean:.5f} {error:.5f} "
          f"{growth_formula(a_test, b_test):.5f}")
print(f"Pressure of each gas: {pressure:.1f} Pa")
print(f"Temperature: {temperature:.1f} K")
print(f"Masses A, B: {mass_a:.1f}, {mass_b:.1f} u")
print(f"Reaction probabilities A, B: {prob_a:.1e}, {prob_b:.1e}")
print(f"Site density: {site_density:.2e} m^-2")
print(f"Pulse length, each: {pulse:.2f} s")
print(f"Saturated growth: {full_step:.3f} nm/cycle")
print(f"Flux A: {flux_a:.4e} m^-2 s^-1")
print(f"Flux B: {flux_b:.4e} m^-2 s^-1")
print(f"Rate constant A: {rate_a:.4f} s^-1")
print(f"Rate constant B: {rate_b:.4f} s^-1")
print(f"Exposure k*t for A, B: {rate_a*pulse:.4f}, {rate_b*pulse:.4f}")
print(f"Conversion fraction a: {a:.4f}")
print(f"Conversion fraction b: {b:.4f}")
print(f"Product a*b: {a*b:.4f}")
print(f"Denominator a+b-a*b: {a+b-a*b:.4f}")
print(f"Steady relative growth, formula: {steady:.6f}")
print(f"Steady relative growth, integration: {growth[-1]:.6f}")
print(f"Steady growth: {steady*full_step:.5f} nm/cycle")
print(f"Steady ready fraction X before A: {ready_steady:.4f}")
print(f"Steady fraction Y before B: {run[-1, 2]:.4f}")
print(f"Decay factor q per cycle: {q:.4f}")
print("Relative growth, cycles 1 to 5: "
      + ", ".join(f"{value:.4f}" for value in growth[:5]))
print(f"Summed initial excess: {excess:.4f} saturated cycles")
print(f"Thickness after 100 cycles: {growth.sum()*full_step:.4f} nm")
print(f"100 times steady growth: {100*steady*full_step:.4f} nm")
print(f"Slope dG/da: {(steady/a)**2:.4f}")
print(f"Slope dG/db: {(steady/b)**2:.4f}")
print(f"Pulse A doubled: a = {a_long:.4f}, growth = {long_a:.4f}")
print(f"Pulse B doubled: b = {b_long:.4f}, growth = {long_b:.4f}")
print(f"Second-order rate constant for A: {second_rate:.2f} s^-1")
print(f"Second order, a on prepared surface: {a_prepared:.4f}")
print(f"Second order, a in steady cycle: {a_actual:.4f}")
print(f"Second order, integrated growth: {second_growth:.4f}")
print(f"Second order, formula with steady a: {second_balance:.4f}")
print(f"Second order, formula with prepared a: {second_wrong:.4f}")
print("tests ok")
```

It prints:

```
Random-site simulation: a, b, growth, standard error, formula
  0.2 0.3 0.13630 0.00012 0.13636
  0.5 0.5 0.33298 0.00017 0.33333
  0.9 0.4 0.38320 0.00021 0.38298
  0.3 1.0 0.30016 0.00020 0.30000
Pressure of each gas: 10.0 Pa
Temperature: 500.0 K
Masses A, B: 100.0, 20.0 u
Reaction probabilities A, B: 1.0e-04, 2.0e-05
Site density: 5.00e+18 m^-2
Pulse length, each: 0.50 s
Saturated growth: 0.100 nm/cycle
Flux A: 1.1783e+23 m^-2 s^-1
Flux B: 2.6348e+23 m^-2 s^-1
Rate constant A: 2.3566 s^-1
Rate constant B: 1.0539 s^-1
Exposure k*t for A, B: 1.1783, 0.5270
Conversion fraction a: 0.6922
Conversion fraction b: 0.4096
Product a*b: 0.2835
Denominator a+b-a*b: 0.8183
Steady relative growth, formula: 0.346492
Steady relative growth, integration: 0.346492
Steady growth: 0.03465 nm/cycle
Steady ready fraction X before A: 0.5006
Steady fraction Y before B: 0.8459
Decay factor q per cycle: 0.1817
Relative growth, cycles 1 to 5: 0.6922, 0.4093, 0.3579, 0.3486, 0.3469
Summed initial excess: 0.4225 saturated cycles
Thickness after 100 cycles: 3.5072 nm
100 times steady growth: 3.4649 nm
Slope dG/da: 0.2506
Slope dG/db: 0.7156
Pulse A doubled: a = 0.9053, growth = 0.3928
Pulse B doubled: b = 0.6514, growth = 0.5051
Second-order rate constant for A: 4.00 s^-1
Second order, a on prepared surface: 0.6667
Second order, a in steady cycle: 0.5311
Second order, integrated growth: 0.3008
Second order, formula with steady a: 0.3008
Second order, formula with prepared a: 0.3400
tests ok
```
